# Leading-logarithmic radiative correction to the hydrogenic 2P-1S rate

## The decision: which photon energy goes into the rate?

Suppose a 2P-1S decay rate has been computed from Schrödinger wave functions and the leading radiative logarithm is to be added. The rate contains the cube of the photon energy, so one option is to insert the Lamb-shifted energy and stop. The calculation below shows that, comparing logarithmic terms only, this gives a correction about four times too large, because the interaction that shifts the 1S energy also changes the 1S wave function, and the two effects have opposite signs.

The bookkeeping matters too. If the photon energy already includes the logarithmic part of the Lamb shift, only the wave-function part remains to be added, and it is positive. This does not carry over to a measured or fully computed Lamb shift. For hydrogen 1S the full shift is about 8.1 GHz against 10.7 GHz from the logarithm alone; in units of $(\alpha/\pi)(Z\alpha)^2$ the energy part is then about $-80$ instead of $-105$, and adding the logarithmic wave-function part, $+79$, leaves about $-1$ instead of $-25.8$. The two parts must be taken to the same accuracy. If the energy is the unshifted one, both parts are needed, and their sum is negative:

$$\frac{\delta\Gamma}{\Gamma_0}=\frac{\alpha}{\pi}(Z\alpha)^2\left[\frac83\ln\frac43-\frac{61}{18}\right]L,\qquad L=\ln\frac{1}{(Z\alpha)^2}.$$

The bracket is the coefficient of $L$, not the whole correction. The result holds at one loop, to leading order in $Z\alpha$, for a fixed point nucleus of charge $Z$. A term of the same order without the logarithm is left out, as are recoil, nuclear size and the relativistic corrections present without radiation. Hartree units are used, so the speed of light is $1/\alpha$.

## Simple case: a contact potential at $Z=1$

Take $H=p^2/2-1/r$ and add $V_L=g\,\delta(\mathbf r)$ with small $g$. Where $V_L$ comes from is settled later; first, what does it do to the rate?

With $D=\int_0^\infty R_{1S}R_{2P}\,r^3dr$, where $R$ denotes normalized radial functions, the angular integral for $z$ is $1/\sqrt3$, and

$$\Gamma=\frac43\alpha^3\omega^3\,|\langle 1S|z|2P\rangle|^2=\frac49\alpha^3\omega^3D^2,\qquad
\frac{\delta\Gamma}{\Gamma_0}=3\frac{\delta\omega}{\omega}+2\frac{\delta D}{D}.$$

**Energy.** The ground state is $\phi=e^{-r}/\sqrt\pi$, so its first-order shift is

$$\delta E_{1S}=g|\phi(0)|^2=\frac g\pi\equiv\kappa .$$

The 2P function vanishes at the nucleus. Hence $V_L$ changes neither its energy nor its wave function in first order. The 1S level rises, the photon energy falls by $\kappa$, and with $\omega=\frac12-\frac18=\frac38$,

$$3\frac{\delta\omega}{\omega}=-3\cdot\frac83\,\kappa=-8\kappa .$$

**Wave function.** The first-order equation is

$$(H-E_{1S})\,\delta\phi=(\kappa-g\,\delta(\mathbf r))\,\phi .$$

Write $\delta\phi=\kappa f(r)\phi$. Away from the origin the delta function is absent. Since $\phi'=-\phi$,

$$-\tfrac12\nabla^2(f\phi)=-\tfrac12\Big(f''+\frac2r f'\Big)\phi+f'\phi-\tfrac12 f\nabla^2\phi .$$

The last term combines with $(-1/r-E_{1S})f\phi$ to give zero, because $\phi$ solves the unperturbed equation. Therefore

$$-\tfrac12 f''-\frac{f'}r+f'=1 .$$

This is first order in $f'$. Multiplication by $-2r^2e^{-2r}$ makes the left side a total derivative:

$$\frac{d}{dr}\left(r^2e^{-2r}f'\right)=-2r^2e^{-2r}.$$

Integrate from $r$ to infinity. The upper boundary term must vanish, since otherwise $f\phi$ would grow as $e^{+r}$. Using $\int_r^\infty s^2e^{-2s}ds=e^{-2r}(r^2/2+r/2+1/4)$,

$$f'=1+\frac1r+\frac1{2r^2},\qquad f=r+\ln r-\frac1{2r}+C .$$

*Check at the origin.* From $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,

$$-\tfrac12\nabla^2\left(-\frac1{2r}\right)=-\pi\,\delta(\mathbf r).$$

Multiplied by $\kappa\phi$, this is $-g\,\delta(\mathbf r)\phi$, the required source.

*Check at large distance.* A Coulomb state of energy $-1/(2\nu^2)$ falls off as $r^{\nu-1}e^{-r/\nu}$. Here $E=-\frac12+\kappa$, so $\nu=1+\kappa$ and $1/\nu=1-\kappa$ to first order. The relative change of the tail is thus $\kappa(r+\ln r)$ plus a constant, as found. The less tightly bound electron has a longer tail.

**Normalization.** To first order, normalization requires $\langle\phi|\delta\phi\rangle=0$, so the average of $f$ with weight $r^2e^{-2r}$ must vanish. For a weight $r^{m-1}e^{-sr}$ the normalizing integral is $\Gamma(m)/s^m$. Raising or lowering the power of $r$, and differentiating the logarithm of this integral with respect to $m$, gives

$$\langle r\rangle=\frac ms,\qquad \Big\langle\frac1r\Big\rangle=\frac s{m-1},\qquad \langle\ln r\rangle=\psi(m)-\ln s .$$

In these averages $\Gamma(m)$ is the gamma function and $\psi$ its logarithmic derivative, with $\psi(3)=\frac32-\gamma$ and $\psi(5)=\frac{25}{12}-\gamma$, where $\gamma$ is Euler's constant. For $m=3$, $s=2$,

$$\frac32+\left(\frac32-\gamma-\ln2\right)-\frac12+C=0
\quad\Longrightarrow\quad C=\gamma+\ln2-\frac52 .$$

**Dipole integral.** The 2P radial function is proportional to $re^{-r/2}$. The dipole integrand therefore has weight $r^4e^{-3r/2}$, so $m=5$ and $s=\frac32$, and $\delta D/D$ is $\kappa$ times the average of $f$:

$$\frac{\delta D}{D}=\kappa\left[\frac{10}3+\left(\frac{25}{12}-\gamma-\ln\frac32\right)-\frac3{16}+\gamma+\ln2-\frac52\right].$$

Euler's constant cancels, the logarithms combine to $\ln\frac43$, and the rational terms are $(160+100-9-120)/48$. Thus

$$\frac{\delta D}{D}=\kappa\left[\ln\frac43+\frac{131}{48}\right]=3.0168\,\kappa .$$

The sign has a direct reading. Repulsion at the nucleus moves 1S amplitude outward, towards the region where the dipole weight is large; that weight peaks at $r=8/3$.

**Sum.**

$$\frac{\delta\Gamma}{\Gamma_0}=\kappa\left[-8+2\ln\frac43+\frac{131}{24}\right]
=\kappa\left[2\ln\frac43-\frac{61}{24}\right]=-1.9663\,\kappa .$$

### Limit: a potential of finite range

A delta function produces a singular $\delta\phi$, so it is worth approaching it from a regular potential. Replace $\delta(\mathbf r)$ by $e^{-r/a}/(8\pi a^3)$, whose volume integral is one, and solve for the perturbed states without using $f$. The slope of $\ln\Gamma$ with respect to $\kappa$ is then

- $-1.8539$ for $a=0.0100$ bohr,
- $-1.9087$ for $a=0.0050$ bohr,
- $-1.9372$ for $a=0.0025$ bohr.

The distance from $-1.9663$ roughly halves with $a$. Extrapolation to zero range gives $-1.9663$, in agreement with the formula; further digits in the output carry a basis error of about $2\times10^{-5}$.

The singularity does limit the use of $V_L$. A second-order energy would require $f(0)$, which diverges through $-1/(2r)$. The contact potential is used here in first order; its second-order effect would require the structure of the interaction at short distance.

## General nuclear charge

Set $\boldsymbol\rho=Z\mathbf r$. The kinetic and Coulomb terms both acquire a factor $Z^2$, while $\delta(\mathbf r)=Z^3\delta(\boldsymbol\rho)$. Hence

$$H+V_L=Z^2\left[-\tfrac12\nabla_\rho^2-\frac1\rho+gZ\,\delta(\boldsymbol\rho)\right].$$

The bracket is the $Z=1$ problem with strength $gZ$. All relative results stand if

$$\kappa=\frac{gZ}{\pi}.$$

The actual 1S shift is $Z^2\kappa=gZ^3/\pi$. The uncorrected rate scales as $Z^4$, since $\omega^3\propto Z^6$ and $D^2\propto Z^{-2}$. At fixed $g$, the relative change for $Z=2$ should be twice that for $Z=1$; the direct calculation with the short-range potential, extrapolated to zero range for each charge, gives a ratio of $1.9998$.

## Where the contact potential comes from

The electron emits and reabsorbs a virtual photon of energy $k$. The coupling is $\alpha\,\mathbf p\cdot\mathbf A$. In a volume $\mathcal V$, the squared coupling to one mode carries the factor $2\pi/(k\mathcal V)$; the mode density is $\mathcal V\alpha^3k^2dk\,d\Omega/(2\pi)^3$; and the sum over polarizations and directions gives $(8\pi/3)\delta_{ij}$. The product is

$$\frac{2\pi}{k}\cdot\frac{\alpha^3k^2}{8\pi^3}\cdot\frac{8\pi}{3}=\frac{2\alpha^3}{3\pi}\,k ,$$

so that the self-energy operator is

$$\Sigma(E)=\frac{2\alpha^3}{3\pi}\int k\,dk\;p_i\,\frac1{E-H-k}\,p_i ,$$

with summation over $i$. The $A^2$ term does not depend on the electron's state in this dipole form and drops out of energy differences.

The photon's phase factors have been omitted although its wavelength may be shorter than the atom. Moving them through $H$ shifts the electron momentum and adds recoil terms to $k$ that are smaller by factors of order $\alpha p$ and $\alpha^2k$. They do not change the leading $1/k$ part of the integrand as long as $k\ll1/\alpha^2$, the electron rest energy.

For $k$ well above atomic energies,

$$\frac1{E-H-k}=-\frac1k+\frac{H-E}{k^2}+\cdots$$

The first term gives an operator proportional to $p^2$, which is absorbed in the measured electron mass. The second leaves $\int dk/k$, which runs from atomic energies of order $Z^2$ up to about $1/\alpha^2$. The ratio of the ends is $(Z\alpha)^{-2}$, so the integral is $L$ plus a constant. Changing either end by a numerical factor affects only that constant. The constant need not be small: for the 1S energy the effective lower end is about $9.9\,Z^2$ hartree, whose logarithm, $2.29$ at $Z=1$, is nearly a quarter of $L$. Thus

$$\Sigma_{\log}=\lambda\,p_i(H-E)p_i,\qquad \lambda=\frac{2\alpha^3}{3\pi}L .$$

Now expand the double commutator $[p_i,[p_i,H]]=p^2H-2p_iHp_i+Hp^2$. With $V=-Z/r$ it equals $-\nabla^2V$, and therefore

$$p_i(H-E)p_i=\tfrac12\nabla^2V+\tfrac12\{p^2,H-E\}.$$

Since $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$, the first part is the contact potential:

$$V_L=\frac{2\alpha^3}{3\pi}L\cdot2\pi Z\,\delta(\mathbf r)=g\,\delta(\mathbf r),\qquad g=\frac43\alpha^3ZL .$$

It follows that

$$\kappa=\frac{gZ}\pi=\frac43\,\frac\alpha\pi(Z\alpha)^2L .$$

### Limit: large photon energy

For the 1S state at $Z=1$, let $W=H-E_{1S}$. After removal of the mass term, the coefficient of $dk/k$ is

$$k\left\langle p_i\,\frac{W}{W+k}\,p_i\right\rangle\longrightarrow\langle p_iWp_i\rangle=2\pi|\phi(0)|^2=2 .$$

The anticommutator does not contribute here because $W\phi=0$. Evaluation in a finite basis gives $1.973$, $1.986$ and $1.993$, in atomic units of energy times momentum squared, at $k=40\,000$, $160\,000$ and $640\,000$ hartree. The deficit roughly halves for each fourfold increase of $k$, as expected for a leading correction proportional to $k^{-1/2}$; extrapolation on that basis gives $2.000$. Further digits of these values in the output are limited by the basis, which represents the shortest distances incompletely. These large $k$ test the limit of the nonrelativistic integrand. They are not a claim that the model describes photons above the electron rest energy.

## Is there a separate logarithm in the vertex?

For an energy, the anticommutator has no expectation value. For a transition it cannot simply be dropped: it changes the wave functions, and a virtual photon can also span the emission of the real one. Let the real photon couple through $z$.

Start with the 1S leg. As $W\phi=0$, the anticommutator acting on $\phi$ leaves $\frac12\lambda Wp^2\phi$. The first-order wave function contains the inverse of $-W$ on states orthogonal to $\phi$, so this part is

$$-\tfrac12\lambda(1-P)p^2\phi,\qquad P=|\phi\rangle\langle\phi| .$$

In addition, the self-energy depends on $E$. The probability of finding a virtual photon is $-\langle\partial\Sigma/\partial E\rangle$, so the amplitude of the bare electron component is multiplied by $1+\frac12\langle\partial\Sigma/\partial E\rangle$. As $\partial\Sigma_{\log}/\partial E=-\lambda p^2$, this adds $-\frac12\lambda Pp^2\phi$. The projectors combine and leave $-\frac12\lambda p^2\phi$. The 2P leg works in the same way, and together the legs change the operator $z$ by

$$-\tfrac12\lambda\,(p^2z+zp^2).$$

When the virtual photon spans the real emission there are two energy denominators, each approaching $-1/k$. Their product with $k\,dk$ again gives $dk/k$, with operator $+\lambda\,p_izp_i$. The sum is

$$\lambda\left[p_izp_i-\tfrac12(p^2z+zp^2)\right]=-\tfrac12\lambda\,[p_i,[p_i,z]]=0,$$

because $[p_i,z]$ is a number. In this length form, the logarithm acts through $V_L$ alone.

The cancellation is between nonzero terms. For 2P-1S at $Z=1$, $p_izp_i$ and $\frac12(p^2z+zp^2)$ each have a matrix element $0.125$ times that of $z$. Keeping the leg terms but omitting the vertex would change the relative amplitude by $-0.125\lambda$. Since $\kappa=2\lambda$, the relative rate would change by $-\kappa/8$, and the coefficient of $L$ by $-\frac43\cdot\frac18=-\frac16$.

Photons near the electron rest energy need a relativistic treatment. At this order, three standard facts about that region are used here without derivation. The charge-radius coupling is proportional to the divergence of the applied electric field, which vanishes for a real photon. The anomalous magnetic moment has no leading logarithm, nor does the contact term from vacuum polarization. These effects belong to the omitted constant.

Inserting $\kappa$ into the simple-case result now gives

$$\frac{\delta\Gamma}{\Gamma_0}=\frac43\left[2\ln\frac43-\frac{61}{24}\right]\frac\alpha\pi(Z\alpha)^2L
=\left[\frac83\ln\frac43-\frac{61}{18}\right]\frac\alpha\pi(Z\alpha)^2L .$$

Because $V_L$ is independent of spin and both fine-structure levels have the same nonrelativistic radial function, the coefficient is the same for $2P_{1/2}$ and $2P_{3/2}$.

## Second case: the velocity form

The effective potential is local, so it commutes with $\mathbf r$, and $\mathbf p=i[H+V_L,\mathbf r]$ remains true. Between perturbed states, the magnitude of the momentum integral is therefore $P_v=\omega D$, with the perturbed $\omega$. Hence

$$\frac{\delta P_v}{P_v}=\left(-\frac83+3.0168\right)\kappa=0.3502\,\kappa .$$

The rate is now proportional to $\omega P_v^2$, and its relative change is $(-2.6667+2\times0.3502)\kappa=-1.9663\,\kappa$, as before. The split has changed: in this form the energy factor contributes $-2.6667\,\kappa$ and the matrix element $+0.7004\,\kappa$, so about one quarter of the energy part is cancelled instead of three quarters. "Energy part" and "wave-function part" thus refer to a chosen form of the rate, while their sum does not. The perturbed states of the short-range calculation, extrapolated to zero range as before, give $-1.9663$ in the velocity form, equal to the length form within the basis error of about $2\times10^{-5}$. Since that potential is also local, this checks the consistency of the two forms rather than adding a separate test of the coefficient.

## Numbers for a model ion

Take an infinitely heavy point nucleus with $Z=1$. Then $L=9.840$ and $\kappa=1.623\times10^{-6}$. In the length form:

- energy part: $-8\kappa=-1.298\times10^{-5}$;
- wave-function part: $2\times3.0168\,\kappa=+9.79\times10^{-6}$;
- sum: $-3.19\times10^{-6}$.

The corresponding coefficients of $(\alpha/\pi)(Z\alpha)^2L$ are $-10.667$, $+8.045$ and $-2.622$. About three quarters of the energy effect is cancelled. The uncorrected rate is $6.268\times10^8\ \mathrm{s^{-1}}$, and the leading logarithm lowers it by about $2.0\times10^3\ \mathrm{s^{-1}}$.

For $Z=5$ the logarithm falls to $6.622$, while $(Z\alpha)^2$ grows by 25. The relative correction grows by $25\times6.622/9.840=16.8$, to $-5.37\times10^{-5}$.

How far can the leading logarithm be trusted? At $Z=1$, coefficient times logarithm is $-2.622\times9.840=-25.8$. A non-logarithmic coefficient of magnitude 5, taken purely as an illustration, would alter the correction by about 19 percent; at $Z=5$ the same number would alter it by about 29 percent. The constant is not computed here. The logarithm dominates as $Z\alpha\to0$; at $Z=1$ it fixes the sign provided the omitted coefficient is smaller than 25.8 in magnitude, and at $Z=5$ provided it is smaller than $2.622\times6.622=17.4$. A precise radiative correction needs the constant. A precise rate for real hydrogen first needs the omitted recoil and relativistic terms, whose scales, $m_e/m_p\approx5\times10^{-4}$ and $(Z\alpha)^2\approx5\times10^{-5}$, exceed the $3\times10^{-6}$ found here. As $Z\alpha$ approaches one, $L$ tends to zero, the expansion in $Z\alpha$ loses its basis, and the formula should not be used.

The numerical output below lists the values to more digits.

## Table of computed values

```
Fine-structure constant: 0.007297353 [1]
Photon energy, Z=1: 0.375000 [hartree]
Radial dipole integral D, Z=1: 1.290266 [bohr]
Log integrand at k=40000 hartree: 1.972708 [hartree]
Log integrand at k=160000 hartree: 1.986232 [hartree]
Log integrand at k=640000 hartree: 1.993179 [hartree]
Log integrand, extrapolated: 2.000126 [hartree]
Contact value of the log integrand: 2.000000 [hartree]
Vertex p.z p over dipole element: 0.125000 [a.u.]
Leg terms over dipole element: 0.125000 [a.u.]
Constant C in f: -1.229637 [1]
Rate slope per kappa, range a=0.0100 bohr: -1.853875 [1]
Rate slope per kappa, range a=0.0050 bohr: -1.908743 [1]
Rate slope per kappa, range a=0.0025 bohr: -1.937183 [1]
dln(omega)/dkappa, zero range: -2.666642 [1]
dln(D)/dkappa, zero range: 3.016816 [1]
dln(D)/dkappa, formula: 3.016849 [1]
Rate slope, length form, zero range: -1.966294 [1]
Rate slope, velocity form, zero range: -1.966272 [1]
Rate slope, formula: -1.966303 [1]
Rate slope ratio Z=2 to Z=1 at fixed g: 1.999799 [1]
Energy part of coefficient: -10.666667 [1]
Wave-function part of coefficient: 8.044930 [1]
Coefficient from perturbed states: -2.621725 [1]
Coefficient from formula: -2.621737 [1]
Z=1: logarithm L: 9.840487 [1]
Z=1: kappa: 1.62294e-06 [1]
Z=1: energy part of dGamma/Gamma0: -1.29835e-05 [1]
Z=1: wave part of dGamma/Gamma0: 9.79231e-06 [1]
Z=1: total dGamma/Gamma0: -3.19118e-06 [1]
Z=1: uncorrected rate: 1.516233e-08 [a.u.]
Z=1: uncorrected rate: 6.268315e+08 [1/s]
Z=1: change of rate: -2.0003e+03 [1/s]
Z=5: logarithm L: 6.621611 [1]
Z=5: kappa: 2.73016e-05 [1]
Z=5: energy part of dGamma/Gamma0: -2.18413e-04 [1]
Z=5: wave part of dGamma/Gamma0: 1.64730e-04 [1]
Z=5: total dGamma/Gamma0: -5.36833e-05 [1]
Z=5: uncorrected rate: 9.476456e-06 [a.u.]
Z=5: uncorrected rate: 3.917697e+11 [1/s]
Z=5: change of rate: -2.1031e+07 [1/s]
```
